# Thinning of a Nonvolatile Resist Film on a Spinning Wafer, part 1

(Sections cited here and not found follow in the second part.)

A liquid photoresist is spread on a horizontal wafer of radius $R$, and the wafer is spun at constant angular speed $\omega$. The liquid is Newtonian, with constant density $\rho$ and viscosity $\eta$, and no solvent leaves it. At time $t=0$ it covers the whole wafer and already turns with it. The problem asks how its thickness changes and when that thickness is the same at every radius.

Cylindrical coordinates turn with the wafer: $r$ is the distance from the axis and $z$ the height above the surface. The velocity components are $u$ (radial), $v$ (azimuthal, relative to the wafer) and $w$ (vertical). The flow is axisymmetric. The film thickness is $h(r,t)$, and $h_0$ denotes a uniform initial thickness. Subscripts $r$, $z$ and $t$ denote partial derivatives, and $\nu=\eta/\rho$.

The numerical example uses round values in the rough regime of a thick epoxy photoresist of the SU-8 type on a 100 mm silicon wafer:

- $\rho=1200$ kg/m³ and $\eta=10$ Pa s
- $h_0=500$ µm and $R=50$ mm
- 3000 rpm, so $\omega=3000\times2\pi/60=314.16$ rad/s
- spinning time 30 s

## I. The uniform film

### (a) Which forces govern the radial flow?

**Question.** Write the radial momentum balance in the rotating frame. Find the condition under which only centrifugal force and viscous shear remain.

**Solution.** For an axisymmetric flow the radial balance is

$$
u_t+u\,u_r+w\,u_z-\frac{v^2}{r}
=-\frac{p_r}{\rho}+\omega^2r+2\omega v
+\nu\left(u_{rr}+\frac{u_r}{r}-\frac{u}{r^2}+u_{zz}\right).
$$

The terms $\omega^2r$ and $2\omega v$ are the centrifugal and Coriolis accelerations, which appear because the frame rotates.

Suppose first that shear across the film balances the centrifugal force. Then $\nu U/h_0^2\sim\omega^2R$, where $U$ is the size of $u$, so

$$
U\sim\frac{\omega^2Rh_0^2}{\nu}.
$$

The other terms can now be compared with $\omega^2R$. Inertia has size $U^2/R$, and its relative size is

$$
\frac{U^2/R}{\omega^2R}\sim\frac{\omega^2h_0^4}{\nu^2}\equiv\varepsilon .
$$

The film thins in a time of order $h_0/w$. Volume conservation gives $w\sim Uh_0/R$, so this time is of order $R/U$. The term $u_t$ is then also of size $U^2/R$, after a brief start-up.

The Coriolis force first acts in the azimuthal direction, where $2\omega u$ is balanced by $\nu v_{zz}$. Hence $v\sim\omega Uh_0^2/\nu$, apart from a numerical factor. Its effect on the radial balance is

$$
\frac{\omega v}{\omega^2R}\sim\frac{Uh_0^2}{\nu R}
\sim\frac{\omega^2h_0^4}{\nu^2}=\varepsilon .
$$

One small number therefore controls inertia and the Coriolis force together. In the example $\nu=10/1200=8.33\times10^{-3}$ m²/s, and $\varepsilon=8.9\times10^{-5}$.

The viscous terms with radial derivatives are smaller than $\nu u_{zz}$ by a factor that scales as $(h_0/R)^2=10^{-4}$, times a number that depends on the profile. For the uneven film of part (f) the ratio is initially about $10^{-3}$ at most. If $u$ is proportional to $r$, they vanish identically, because $0+1/r-r/r^2=0$.

The pressure remains. Viscous normal stress contributes a part of size $\eta w/h\sim\rho\omega^2h^2$, which need not be small beside $\rho gh$. In a uniform film this part does not depend on $r$, as part (h) shows. If the thickness varies gently, over distances of order $R$, the ratio of its radial gradient to the centrifugal force scales as $(h/R)^2$, with a numerical factor that depends on the profile. For the uneven film of part (f) this ratio is initially about 0.2% at most. It is therefore left out here. With air pressure $p_a$ and surface tension $\sigma$, the rest of the pressure is

$$
p=p_a+\rho g(h-z)-\sigma\left(h_{rr}+\frac{h_r}{r}\right).
$$

For a uniform film every derivative of $h$ vanishes, so $p$ does not depend on $r$. Gravity and surface tension then drive no radial flow. This argument does not hold at the rim, where the surface must curve.

The lubrication balance, valid for $\varepsilon\ll1$ and $h\ll R$ and away from the rim, is

$$
\eta u_{zz}=-\rho\omega^2r. \tag{1}
$$

For a film that is not uniform, equation (1) also requires the pressure gradient to be small compared with $\rho\omega^2r$. Part (f) returns to this point.

### (b) What are the velocity and the flux?

**Question.** The liquid sticks to the wafer, and the air exerts no shear on it. Find $u(r,z,t)$ and the volume that crosses a circle of radius $r$, per unit time and per unit length of its circumference.

**Solution.** The boundary conditions are $u=0$ at $z=0$ and $u_z=0$ at $z=h$. The second expresses zero shear stress on a nearly flat surface. One integration of (1) gives

$$
u_z=-\frac{\rho\omega^2r}{\eta}z+C .
$$

Setting $u_z(h)=0$ gives $C=\rho\omega^2rh/\eta$, so

$$
u_z=\frac{\rho\omega^2r}{\eta}(h-z).
$$

The shear stress $\eta u_z$ at height $z$ equals the centrifugal force on the liquid above that height, per unit area. A second integration, with $u(0)=0$, gives

$$
u=\frac{\rho\omega^2r}{\eta}\left(hz-\frac{z^2}{2}\right). \tag{2}
$$

The velocity is positive, hence outward, throughout the film, and it is greatest at the free surface. The flux per unit circumference is

$$
q=\int_0^hu\,dz
=\frac{\rho\omega^2r}{\eta}\left(\frac{h^3}{2}-\frac{h^3}{6}\right)
=\frac{\rho\omega^2rh^3}{3\eta}. \tag{3}
$$

The power $h^3$ has two sources. The mean speed grows as $h^2$, because a thicker film has more liquid to push and a longer distance over which to shear. One further factor $h$ comes from the depth of the moving layer.

The shear rate is greatest at the wafer surface, where it equals $\rho\omega^2rh/\eta$. At the edge of the wafer in the example it is 296 s⁻¹ at the start. The viscosity used in the model must therefore hold for shear rates from zero up to about 300 s⁻¹.

### (c) How does the thickness change?

**Question.** Use conservation of volume to obtain an equation for $h(r,t)$.

**Solution.** Consider the ring between $r$ and $r+dr$. It holds the volume $2\pi rh\,dr$. Liquid enters at the rate $2\pi rq$, evaluated at $r$, and leaves at the same expression evaluated at $r+dr$. Therefore

$$
2\pi r\,h_t\,dr=-2\pi\frac{\partial(rq)}{\partial r}dr,
\qquad
h_t+\frac1r\frac{\partial(rq)}{\partial r}=0 .
$$

Define

$$
K=\frac{\rho\omega^2}{3\eta},
$$

so that $q=Krh^3$. The product rule gives

$$
\frac1r\frac{\partial}{\partial r}\left(Kr^2h^3\right)
=\frac Kr\left(2rh^3+3r^2h^2h_r\right)
=2Kh^3+3Krh^2h_r .
$$

The thickness equation is therefore

$$
h_t+3Krh^2h_r=-2Kh^3. \tag{4}
$$

The right side describes thinning by radial spreading. The term with $h_r$ carries any unevenness outward.

For a uniform film the thinning rate $2Kh^3$ does not contain $r$. The flux grows in proportion to $r$, and so does the circumference, so the outflow through a circle grows as $r^2$. The area inside the circle also grows as $r^2$, and each unit of area loses liquid at the same rate.

This cancellation depends on the liquid being Newtonian. Suppose instead that the shear stress is $m u_z^n$, with constants $m$ and $n$. The force balance then reads $m u_z^n=\rho\omega^2r(h-z)$, so $u_z$ is proportional to $r^{1/n}(h-z)^{1/n}$. After two integrations over $z$, the flux is proportional to $r^{1/n}h^{2+1/n}$. For uniform $h$ the thinning rate varies as

$$
\frac1r\frac{d}{dr}\left(r^{1+1/n}\right)
=\left(1+\frac1n\right)r^{1/n-1}.
$$

This is independent of $r$ for $n=1$ alone. A shear-thinning liquid, with $n<1$, thins faster toward the edge and does not stay uniform.

### (d) What happens to an initially uniform film?

**Question.** Solve (4) for $h(r,0)=h_0$. Decide whether a smooth solution could develop a dependence on radius.

**Solution.** Follow a point that moves outward according to

$$
\frac{dr}{dt}=3Krh^2. \tag{5}
$$

The rate of change of $h$ seen at this moving point is $h_t+h_r\,dr/dt$. This is the left side of (4), so along the path

$$
\frac{dh}{dt}=-2Kh^3. \tag{6}
$$

Such paths are called characteristics. To integrate (6), consider $h^{-2}$:

$$
\frac{d}{dt}h^{-2}=-2h^{-3}\frac{dh}{dt}=4K .
$$

The initial value is $h_0^{-2}$ on every path, so

$$
\frac1{h^2}=\frac1{h_0^2}+4Kt .
$$

Taking the positive root and inserting $K$ gives

$$
h(t)=\frac{h_0}{\sqrt{1+\dfrac{4\rho\omega^2h_0^2t}{3\eta}}}. \tag{7}
$$

To see that no other smooth solution exists, take any point $(r,t)$ on the wafer and trace its characteristic backward. By (5), $r$ does not increase in that direction. It cannot pass the axis, because a path that starts at $r=0$ stays there. The path therefore reaches $t=0$ at some radius within the wafer, where the thickness was $h_0$. Equation (7) follows at every point. No condition at the rim was needed, because in this model the rim sends no information inward.

Exact independence of radius at all times from the start thus requires a uniform initial film, in addition to the assumptions behind (4).

### (e) What does the law predict for the example?

**Question.** Identify the characteristic time and the late-time limit. Evaluate the thickness after 30 s, and include the effect of a finite spin-up.

**Solution.** Define the thinning time

$$
\tau=\frac{1}{4Kh_0^2}=\frac{3\eta}{4\rho\omega^2h_0^2},
\qquad
h=\frac{h_0}{\sqrt{1+t/\tau}} .
$$

For the example,

$$
\tau=\frac{3\times10}{4\times1200\times(314.16)^2\times(5\times10^{-4})^2}\ \text{s}
=0.2533\ \text{s}.
$$

After 30 s, $t/\tau=118.4$ and

$$
h=\frac{500\ \text{µm}}{\sqrt{119.4}}=45.75\ \text{µm}.
$$

The thickness at several times is:

| Time (s) | Thickness (µm) |
|---:|---:|
| 0 | 500 |
| 0.25 | 354.7 |
| 1 | 224.8 |
| 5 | 109.8 |
| 10 | 78.6 |
| 30 | 45.75 |

For $t\ll\tau$, expansion of the square root gives $h\simeq h_0(1-t/2\tau)$. For $t\gg\tau$, the 1 under the root can be dropped:

$$
h\simeq\sqrt{\frac{3\eta}{4\rho\omega^2t}}. \tag{8}
$$

The initial thickness has disappeared. At 30 s this limit gives 45.94 µm, about 0.4% above the full result. Doubling $h_0$ with all other values fixed changes the result from 45.75 to 45.90 µm. In this regime the amount of resist dispensed hardly matters, provided that it forms a film much thicker than the final one.

Equation (8) also gives the sensitivities. With the other quantities held fixed, $h$ varies as $\eta^{1/2}$, $\omega^{-1}$ and $t^{-1/2}$. A viscosity 10% higher gives 47.96 µm, an increase of 4.8%.

Now let the angular speed rise linearly from zero to $\omega$ during a ramp of length $t_a$. If the film follows the wafer's rotation closely, (6) still holds with the momentary speed $\Omega(t)$, and

$$
\frac1{h^2}=\frac1{h_0^2}+\frac{4\rho}{3\eta}\int_0^t\Omega^2\,dt' .
$$

For $t>t_a$ the integral is

$$
\int_0^{t_a}\omega^2\frac{t'^2}{t_a^2}\,dt'+\omega^2(t-t_a)
=\omega^2\left(t-\frac{2t_a}{3}\right).
$$

A ramp of 3 s within the 30 s therefore acts as 28 s at full speed. The final thickness becomes 47.34 µm, which is 3.5% above the value for immediate full speed.

## II. Uneven films and the limits of the law

The second half uses the density $\rho$, viscosity $\eta$, kinematic viscosity $\nu=\eta/\rho$, angular speed $\omega$, wafer radius $R$ and thickness $h(r,t)$. With $K=\rho\omega^2/(3\eta)$, the lubrication model gives the flux per unit circumference $q=Krh^3$ and

$$
h_t+3Krh^2h_r=-2Kh^3 .
$$

Along a path with $dr/dt=3Krh^2$, the thickness obeys $dh/dt=-2Kh^3$. A film of uniform initial thickness $h_0$ follows $h=h_0/\sqrt{1+t/\tau}$, with $\tau=1/(4Kh_0^2)$. The example has $h_0=500$ µm, $\tau=0.2533$ s and $h=45.75$ µm after 30 s. Inertia and the Coriolis force are measured by $\varepsilon=\omega^2h_0^4/\nu^2=8.9\times10^{-5}$.

### (f) Does an uneven film become uniform?

**Question.** Let the initial thickness be $H_0(r_0)$ at radius $r_0$. Find the later solution while it remains smooth, and explain how the unevenness decays.

In the lubrication model, a Newtonian film that starts uniform stays uniform away from the rim and thins according to (7), reaching 45.75 µm after 30 s in the example. It remains to answer the question just posed about uneven films, to find when a front forms, and to estimate the effects of inertia, the Coriolis force, the rim, the air and evaporation.
